Does epitaxial strain conserve the volume of a film?

**Question**

I am working out the lattice spacing of a thin (001) silicon film grown coherently on a substrate whose in-plane lattice constant is 1% larger than that of silicon. The film is stretched by 1% along both in-plane directions, so it must get thinner. No atoms are lost, so I kept the volume fixed and obtained a contraction of about 2% along the normal. A friend says that I can't assume this and that I need the elastic constants. But if the volume is not conserved, what decides the normal strain? And is constant volume at least a good approximation?

**Answer**

Your friend is right. What is conserved is the number of atoms, and the volume per atom can change. The normal strain is decided by a force condition: nothing pulls or pushes on the free surface of the film.

**What constant volume would require**

Let e be the strain along both in-plane directions and e_n the strain along the normal, both measured from the film's own relaxed lattice. Extension is positive. A block of film changes its volume by the factor

V/V₀ = (1 + e)²(1 + e_n).

Multiplying out and dropping products of strains gives

ΔV/V = 2e + e_n.

Setting this to zero gives e_n/e = −2, which is your 2%. Without the small-strain step, e_n = (1 + e)⁻² − 1, and the ratio at e = 1% is −1.970. This is correct geometry, but no law of elasticity sets ΔV to zero.

**What the free surface requires**

The substrate fixes e. In a wide, flat, uniform film the stresses do not vary along the plane, so force balance along the normal z reduces to dσ_zz/dz = 0. Since σ_zz vanishes at the free surface (air pressure is considered below), it vanishes throughout the film. The shear tractions vanish likewise, and for (001) this means no shear strain.

For a cubic crystal with axes along x, y and z, Hooke's law gives

σ_zz = C11 e_n + C12(e + e) = 0,

and therefore

r ≡ e_n/e = −2 C12/C11.

I use rough, rounded stiffnesses for silicon: C11 = 166 GPa, C12 = 64 GPa and C44 = 80 GPa. Then

r = −2 × 64/166 = −0.771.

The film contracts by 0.771%, and its volume grows:

ΔV/V = 2(1 − C12/C11)e = 2% − 0.771% = 1.229%.

So constant volume is a poor approximation here: it overestimates the contraction by a factor of about 2.6.

**The same result from energy**

For normal strains along the cube axes, the elastic energy per volume is

U = ½C11(e_xx² + e_yy² + e_zz²) + C12(e_xx e_yy + e_yy e_zz + e_zz e_xx).

With e_xx = e_yy = e and e_zz = e_n,

U = (C11 + C12)e² + 2C12 e e_n + ½C11 e_n².

The film is free to choose e_n, so it minimizes U:

dU/de_n = 2C12 e + C11 e_n = 0.

This is the condition σ_zz = 0 again. Inserting e_n = −2(C12/C11)e turns the last two terms of U into −4(C12²/C11)e² and +2(C12²/C11)e², so

U = M e², with M = C11 + C12 − 2C12²/C11.

The in-plane stress is σ_xx = (C11 + C12)e + C12 e_n = M e.

If you insist on constant volume, you insert e_n = −2e instead:

U = (C11 + C12 − 4C12 + 2C11)e² = 3(C11 − C12)e²,

σ_zz = 2C12 e − 2C11 e = −2(C11 − C12)e.

For your film this stress is −2.04 GPa. You would have to press on the surface with about 2 GPa to keep the volume constant. In this small-strain calculation, the stored energy is 1.69 times that of the free film.

**Why the bonds do not preserve volume**

The Keating model of the diamond lattice shows what is competing. One stiffness, α, acts on bond lengths. Another, β, acts on the dot products of pairs of bonds, which depend on the bond angles and, to a lesser extent here, on the lengths. Put s = a/4, where a is the lattice constant. The four bonds of an atom are s(1,1,1), s(1,−1,−1), s(−1,1,−1) and s(−1,−1,1), with squared length d² = 3s². Each bond contributes (3α/8d²)(change of r²)², and each angle contributes (3β/8d²)(change of the dot product of its two bonds)².

The strained crystal keeps its twofold rotations about the cube axes through each atom, so the two sublattices cannot shift relative to each other, and the bonds simply follow the strain. To first order in the film's strains, every bond has the same change of r²,

2s²(2e + e_n),

which is proportional to the volume change. The dot product of two bonds has one positive and two negative components, so it changes by 2s²(−e_n) or by 2s²(e_n − 2e). A two-atom cell has 4 bonds and 12 angles; 8 angles are of the first kind and 4 of the second. Adding the terms gives

U_cell = 2s²{α(2e + e_n)² + β[2e_n² + (e_n − 2e)²]}.

Setting the derivative with respect to e_n to zero, and dividing out common factors,

α(2e + e_n) + β(3e_n − 2e) = 0,

e_n/e = −2(α − β)/(α + 3β).

Bond stretching alone would indeed favour constant volume. The bond angles resist the large change of shape that this needs, and the film settles in between.

Dividing U_cell by the cell volume 16s³ and comparing the e_n² and e e_n terms with the elastic energy gives C11 = (α + 3β)/a and C12 = (α − β)/a. With a = 0.543 nm, the silicon stiffnesses correspond to α = 48.60 N/m and β = 13.85 N/m, and the ratio is again −0.771.

**When does the ratio approach −2?**

Use the bulk modulus B = (C11 + 2C12)/3, which resists a change of volume, and the shear modulus C′ = (C11 − C12)/2, which resists a change of shape along the cube axes. Solving for the stiffnesses gives C11 = B + 4C′/3 and C12 = B − 2C′/3. Then

r + 2 = 2(C11 − C12)/C11 = 4C′/(B + 4C′/3) = 12C′/(3B + 4C′).

A stable crystal has B > 0 and C′ > 0, so r lies above −2 and approaches it when C′/B tends to zero: the material must resist a change of shape along the cube axes far less than it resists compression. The other shear stiffness, C44, does not enter the (001) ratio and need not be small. For silicon B = 98 GPa and C′ = 51 GPa, which is nowhere near that limit. At the other end, B > 0 means C12/C11 > −1/2, so r < 1.

You may know the condition as "Poisson's ratio equals one half". Pull a cubic crystal along one cube axis with its sides free. The sideways strain e_t obeys 0 = C12 e + (C11 + C12)e_t, so Poisson's ratio along the cube axes is

ν = −e_t/e = C12/(C11 + C12) = 0.278.

Since 1 − ν = C11/(C11 + C12), the film ratio can be written

r = −2ν/(1 − ν).

It is neither −ν = −0.278 nor −2ν = −0.557. Two equal in-plane stresses σ each cause a normal strain −νσ/Y, where Y is Young's modulus along a cube axis. But each also reduces the extension along the other's direction, so e = (1 − ν)σ/Y. That is where the denominator comes from. Setting r = −2 gives ν = 1/2.

**Do other orientations conserve volume?**

For a cubic crystal under equal in-plane strains they do not. Adding the three normal components of Hooke's law gives

σ_xx + σ_yy + σ_zz = (C11 + 2C12)(e_xx + e_yy + e_zz) = 3B ΔV/V.

Both sums are unchanged by rotating the axes, so I can take them along the film's in-plane directions 1 and 2 and its normal. The normal stress is zero, which leaves

ΔV/V = (σ₁ + σ₂)/(3B).

The energy is half the sum of stress times strain. Every strain component involving the normal multiplies a zero stress, and there is no in-plane shear strain, so U = ½e(σ₁ + σ₂). Combining the two results,

ΔV/V = 2U/(3Be).

A stable strained crystal has U > 0, so the volume change has the sign of e: a stretched film expands and a compressed one shrinks.

The ratio itself does depend on orientation. With n the unit normal and δ = e_n − e, the strain is e_ij = e δ_ij + δ n_i n_j, where δ_ij is 1 for equal indices and 0 otherwise. For (110) and (111) the rotational symmetry about the normal rules out shear tractions, so this form suffices.

For (111) every n_i n_j is 1/3. The normal stress is σ_xx + 2σ_xy, so

(C11 + 2C12)(e + δ/3) + (4/3)C44 δ = 0,

δ = −3(C11 + 2C12)e/(C11 + 2C12 + 4C44),

r = 1 + δ/e = −(2C11 + 4C12 − 4C44)/(C11 + 2C12 + 4C44) = −268/614 = −0.436.

For (110) the xx, yy and xy products are 1/2 and the others are zero. The normal stress is σ_xx + σ_xy, so

(C11 + 2C12)e + ½(C11 + C12 + 2C44)δ = 0,

r = 1 + δ/e = −(C11 + 3C12 − 2C44)/(C11 + C12 + 2C44) = −198/390 = −0.508.

Both are further from −2 than the (001) value.

Equal in-plane strains matter in this argument. If a (001) film is stretched along x and compressed equally along y, then e_n = −(C12/C11)(e_xx + e_yy) = 0, and ΔV = 0 to first order. The material need not be incompressible for this: x and y are equivalent directions for the (001) surface, so their opposite strains cancel in the normal stress. On a (110) surface the in-plane cube axis and the direction perpendicular to it are not equivalent, and equal and opposite strains along them generally do change the volume. For non-cubic crystals the step from the sum of stresses to ΔV/V fails, and the sign rule is not proved here.

**Numbers for your film**

Take a = 0.543 nm and a thickness of 8 nm. The in-plane spacing is 0.543 × 1.01 = 0.54843 nm. The two predictions for the normal spacing are

free surface: 0.543 × (1 − 0.00771) = 0.53881 nm,

constant volume: 0.543/1.01² = 0.53230 nm.

The in-plane stress is M e = 180.65 GPa × 0.01 = 1.81 GPa. This gives a check on the volume: 2 × 1.807/(3 × 98.0) = 0.0123, or 1.23%, as before. The stored energy is 18.1 MJ/m³, or 2.26 meV per atom.

X-ray diffraction can tell the two predictions apart. The (004) planes are a quarter of the normal spacing apart, and Bragg's law is λ = 2d sin θ. For λ = 0.154 nm, relaxed silicon gives 2θ = 69.11°. The spacing of the free-surface film corresponds to 69.73° and that of a constant-volume film to 70.71°, nearly one degree higher. A film only 8 nm thick gives a peak about 1.2° wide, and interference with the substrate's signal can shift its maximum by a few tenths of a degree. The spacing should therefore be found by fitting the whole profile of film and substrate, not by reading off the top of the peak.

At 1% strain, linear elasticity is slightly off. Minimizing the full Keating energy, without expanding in the strain, gives a ratio of −0.778 for +1% and −0.764 for −1%. The volume changes are +1.216% and −1.241%. The model also predicts C44 = 79.4 GPa, close to the 80 GPa used above, although C44 did not enter its parameters. The shift of the ratio is geometric. With no sublattice shift, the Keating energy of this film is exactly quadratic in the finite strains η = e + e²/2 and η_n = e_n + e_n²/2. Hence η_n = −2(C12/C11)η, and converting back to e and e_n gives the two ratios above. The third-order elastic constants of real silicon add a correction of their own. Published sets differ and give a total shift of roughly 0.3% to 1.2% in the same direction, so take 1% only as a size estimate.

**How this compares with a real film**

A strain near 1% and a thickness of several nanometres are roughly the regime of strained-silicon transistor channels on silicon–germanium. The corrections fall into three groups.

*Those that change the ratio.* Errors of 2% in C11 and C12, in opposite directions, move r between −0.803 and −0.741. Patterning can do much more. In a long stripe that runs along a cube axis and is so narrow that its side walls fully release the sideways stress, the sideways and normal strains both become −νe, and the ratio to the remaining strain along the stripe is −0.278. Transistor channels on (001) wafers usually run along ⟨110⟩ instead. For such a stripe the same stiffnesses give ratios of −0.362 along the normal and −0.061 sideways. A patterned device can therefore lie well away from the wide-film value.

*Those that change e.* A difference in thermal expansion of roughly 10⁻⁶ per K over 500 K adds or removes 0.05% strain, one twentieth of the misfit. The substrate, of thickness H = 0.5 mm, also yields a little. If it is as stiff as the film, of thickness h, the film's force strains it by a fraction h/H of the misfit, and bending adds 3h/H at its surface. The total, 4h/H, is 0.0064% of the misfit.

Dislocations are the more serious threat to e. The misfit stress pushes a dislocation threading the film, and the line tension of the misfit dislocation left behind holds it back. Equating the two in isotropic elasticity, with the usual logarithmic estimate of the line energy and dislocations whose Burgers vector, of length b = 0.384 nm, lies at 60° to the line, gives the Matthews–Blakeslee condition

h_c = [b(1 − ν/4)/(4π(1 + ν)e)] [ln(h_c/b) + 1],

or h_c ≈ 9 nm. The 8 nm film assumed here is just below this equilibrium estimate, but the estimate depends on the constant added to the logarithm, which represents the poorly known energy of the dislocation core. With 0.5 in place of 1, h_c would be about 7.8 nm. The isotropic form also has a bias. With the cube-axis ν it amounts to using the shear modulus C′ = 51 GPa, the softest in silicon, for the dislocation. The anisotropic line energy from the same stiffnesses is about 22% larger and raises h_c to about 12 nm, or about 10 nm with the constant 0.5. So h_c is known only to some tens of percent: the film probably lies below it, but not by a safe margin. If it does relax partly, the in-plane averages of the elastic strains still obey r = −2C12/C11 wherever the two in-plane averages stay equal, because the average σ_zz is still zero.

*Those that act on the normal direction.* Atmospheric pressure adds a normal strain of about −p/C11, or 6 × 10⁻⁵ % in size, which is negligible. If the outermost atomic layer shifts by 0.01 nm, a rough figure, a strain deduced from the total thickness changes by 0.01/8 = 0.125%. That is about a sixth of the normal strain, so the spacing of the inner planes is the better quantity to compare with the formula.

For your calculation, then, replace the constant-volume condition by σ_zz = 0. The remaining values are in the numerical output below.

Computed results

```
Input C11, C12, C44: 166, 64, 80 GPa
Input lattice constant: 0.543 nm
Input in-plane strain: 1.00 %
Input film thickness: 8.0 nm
Bulk modulus B: 98.0 GPa
Shear modulus C': 51.0 GPa
Poisson ratio, cube axes: 0.278
Wrong guesses -nu, -2nu: -0.278, -0.557
Strain ratio (001): -0.771
Strain ratio (110): -0.508
Strain ratio (111): -0.436
Constant-volume ratio at this strain: -1.970
Normal strain: -0.771 %
Volume change, first order: 1.229 %
Volume change, full product: 1.223 %
In-plane lattice spacing: 0.54843 nm
Normal lattice spacing: 0.53881 nm
Constant-volume normal spacing: 0.53230 nm
Biaxial modulus M: 180.65 GPa
In-plane stress: 1.807 GPa
Elastic energy density: 18.07 MJ/m3
Elastic energy per atom: 2.26 meV
Constant-volume energy: 30.60 MJ/m3
Constant-volume energy / free: 1.694
Normal stress it would need: -2.040 GPa
X-ray wavelength input: 0.154 nm
(004) two-theta, relaxed: 69.11 deg
(004) two-theta, film: 69.73 deg
(004) two-theta, const. volume: 70.71 deg
Keating alpha, beta: 48.60, 13.85 N/m
Keating predicted C44: 79.38 GPa
Keating ratio at +1 %: -0.7780
Keating ratio at -1 %: -0.7643
Keating volume change at +1 %: 1.216 %
Keating volume change at -1 %: -1.241 %
Assumed stiffness error: 2 %
Resulting ratio range: -0.803 to -0.741
Rough expansion difference: 1e-06 1/K
Temperature change: 500 K
Thermal mismatch strain: 0.050 %
Normal strain scale, 1 atm: 6.1e-05 %
Substrate thickness: 500000 nm
Mismatch taken by substrate: 0.0064 %
Rough surface-layer shift: 0.01 nm
Its strain averaged over film: 0.125 %
Burgers vector length: 0.384 nm
Critical thickness estimate: 9.3 nm
```
